\section*{How temperature and bandwidth limit the free propagator product in double precision}

\section*{The question}

In auxiliary-field quantum Monte Carlo, imaginary time is cut into slices, and the matrices that propagate one electron through the slices are multiplied together. How ill-conditioned is this product for free electrons on a square lattice, how does the condition number scale with temperature, bandwidth and lattice size, and at which inverse temperature $\beta$ does double-precision arithmetic fail?

\section*{The product and its levels}

Take an $L\times L$ lattice with periodic boundaries, $L\ge 3$, and $n=L^2$ sites. For one spin species the Hamiltonian is $\sum_{ij}c_i^\dagger K_{ij}c_j$, with $K_{ij}=-t$ for nearest neighbours, zero otherwise, and $t>0$. Energies are measured in $t$ and $\beta$ in $1/t$. One slice of width $\Delta\tau$ and the product of $N$ slices are
\begin{equation}
B=e^{-\Delta\tau K},\qquad P=B^N,\qquad \beta=N\Delta\tau .
\end{equation}
There are no auxiliary fields, and $B$ is the full exponential of $K$, not a product of exponentials of its parts.

To find the levels, let $K$ act on the plane wave $\phi(x,y)=e^{i(k_xx+k_yy)}$. Each site receives $-t$ times the wave at its four neighbours:
\begin{align}
(K\phi)(x,y)&=-t\left(e^{ik_x}+e^{-ik_x}+e^{ik_y}+e^{-ik_y}\right)\phi(x,y)\nonumber\\
&=-2t(\cos k_x+\cos k_y)\,\phi(x,y).
\end{align}
The factor in front of $\phi$ is the level $\varepsilon(\mathbf k)$. Periodicity requires $k_x$ and $k_y$ to be integer multiples of $2\pi/L$.

The lowest level is $-4t$, at $\mathbf k=(0,0)$. For even $L$ the momentum $(\pi,\pi)$ is allowed and gives the highest level, $+4t$. For odd $L$ the allowed component closest to $\pi$ is $\pi-\pi/L$, whose cosine is $-\cos(\pi/L)$. The bandwidth $W=\varepsilon_{\max}-\varepsilon_{\min}$ is therefore
\begin{equation}
W=\begin{cases}8t,&L\text{ even},\\ 4t\,[1+\cos(\pi/L)],&L\text{ odd}.\end{cases}
\end{equation}
For $L=5$ this is $7.236\,t$, and for large odd $L$ it tends to $8t$. From here on $L$ is even.

\section*{How large the condition number is}

The condition number in the 2-norm is $\kappa(P)=\|P\|\,\|P^{-1}\|=\sigma_{\max}/\sigma_{\min}$. The singular values $\sigma$ are the square roots of the eigenvalues of $P^TP$.

An eigenvector of $K$ with level $\varepsilon$ is multiplied by $e^{-\Delta\tau\varepsilon}$ in each slice. After $N$ slices the factor is
\begin{equation}
\left(e^{-\Delta\tau\varepsilon}\right)^N=e^{-\beta\varepsilon},
\end{equation}
so $P=e^{-\beta K}$ for any slice width. This matrix is symmetric with positive eigenvalues. Hence $P^TP=P^2$, and the singular values of $P$ are its eigenvalues $e^{-\beta\varepsilon}$. The largest belongs to the lowest level and the smallest to the highest level:
\begin{equation}
\kappa(P)=\frac{e^{-\beta\varepsilon_{\min}}}{e^{-\beta\varepsilon_{\max}}}=e^{\beta W}.
\label{kappa}
\end{equation}

The condition number is the ratio of the Boltzmann factors at the two band edges. It equals one at $\beta=0$ and grows exponentially with the ratio of bandwidth to temperature. It does not grow with the size of an even lattice, because $W$ stays at $8t$. A chemical potential $\mu$ replaces $K$ by $K-\mu$, multiplies every singular value by $e^{\beta\mu}$, and cancels in the ratio.

In decimal digits, $\log_{10}\kappa=\beta W/\ln 10$, which is $3.47$ digits per unit of $\beta t$. At $\beta=2/t$, equation (\ref{kappa}) gives $e^{16}=8.886\times10^6$. Products with $\Delta\tau=0.05$, $0.1$ and $0.2$ (in $1/t$) all reproduce this value to the printed digits.

\section*{What rounding does to the smallest scale}

A double-precision number has a 53-bit significand. Rounding to nearest changes a number by a relative amount of at most $u=2^{-53}=1.11\times10^{-16}$, barring overflow and underflow. The error is relative to the matrix entry being stored. The smallest singular value, however, emerges from cancellations between large entries.

Consider first the mildest case, in which $P$ is known accurately and its entries are merely rounded. The stored matrix is $P+E$ with $|E_{ij}|\le u|P_{ij}|$. All entries of $P$ are non-negative, since $-K$ has non-negative entries and so does every term in the power series of $e^{-\beta K}$. For unit vectors $x$ and $y$, writing $|x|$ for the vector of absolute values,
\begin{equation}
|x^TEy|\le u\,|x|^TP\,|y|\le u\,\|P\| ,
\end{equation}
and therefore $\|E\|\le u\,\sigma_{\max}$.

The smallest singular value is the minimum of $\|Px\|$ over unit vectors. The triangle inequality gives
\begin{equation}
\|Px\|-\|E\|\le\|(P+E)x\|\le\|Px\|+\|E\| .
\end{equation}
Taking the minimum over $x$ shows that $\sigma_{\min}$ moves by at most $\|E\|$. Relative to its true value,
\begin{equation}
\frac{|\delta\sigma_{\min}|}{\sigma_{\min}}\le\frac{u\,\sigma_{\max}}{\sigma_{\min}}=u\,e^{\beta W}.
\label{bound}
\end{equation}

The multiplications add their own errors. Let $P_j=B^j$ be the true product after $j$ slices, at time $\tau_j=j\Delta\tau$, and let a prime mark computed matrices. Each step obeys $P'_j=BP'_{j-1}+E_j$, where $E_j$ collects the rounding of the multiplication and the error of the stored $B$. Repeated substitution gives
\begin{equation}
P'=P+\Delta,\qquad \Delta=\sum_{j=1}^{N}B^{N-j}E_j .
\label{delta}
\end{equation}
Write $\|E_j\|\le\gamma\|P_j\|=\gamma e^{4t\tau_j}$, where $\gamma$ is $u$ times a factor that depends on the matrix size, the multiplication routine and the accuracy with which $B$ was computed.

Let $v$ be the unit eigenvector of the highest level, which is non-degenerate. To first order in $\Delta$,
\begin{equation}
(\sigma'_{\min})^2=v^T(P+\Delta)^T(P+\Delta)v=\sigma_{\min}^2+2\sigma_{\min}\,v^T\Delta v ,
\end{equation}
so $\delta\sigma_{\min}=v^T\Delta v$. Since $v^TB^{N-j}=e^{-4t(\beta-\tau_j)}v^T$, the shift obeys
\begin{align}
|\delta\sigma_{\min}|&\le\gamma\sum_{j=1}^N e^{-4t(\beta-\tau_j)}e^{4t\tau_j}
=\gamma\,e^{4t\beta}\sum_{j=1}^N e^{-8t(\beta-\tau_j)}\nonumber\\
&\le\frac{\gamma\,e^{4t\beta}}{1-e^{-W\Delta\tau}} .
\end{align}
The last step extends the sum to an infinite geometric series. Early errors are damped by the later slices, so at fixed $\Delta\tau$ the prefactor does not grow with $N$. For thin slices it is about $1/(W\Delta\tau)=N/(\beta W)$, so refining the slices at fixed $\beta$ does enlarge the bound. Division by $\sigma_{\min}=e^{-4t\beta}$ again gives the growth $e^{\beta W}$.

\section*{The inverse temperature at which it fails}

A bound does not say how large the error is. For an estimate, assume that rounding errors have no special reason to avoid the direction $v$. The relative error of $\sigma_{\min}$ is then $c\,u\,e^{\beta W}$ with a prefactor $c$ not far from one. Setting it equal to one and taking the logarithm gives
\begin{equation}
\beta_\ast=\frac{\ln(1/u)-\ln c}{W}\simeq\frac{53\ln 2}{8t}=\frac{36.74}{8t}\approx\frac{4.6}{t},
\label{betastar}
\end{equation}
where $c=1$ was used after the first equality. The corresponding temperature is about $0.22\,t$, with $k_B=1$.

The estimate is robust because $c$ enters through its logarithm: a factor of ten in $c$ moves $\beta_\ast$ by $\ln 10/8\approx0.3$ in units of $1/t$. For the same reason extra precision helps slowly. With a significand of $p$ bits, $\beta_\ast\simeq p\ln2/W$, so doubling the number of bits doubles the accessible $\beta$.

Beyond $\beta_\ast$ the stored product no longer knows how strongly the top of the band is suppressed. A calculation that needs $P^{-1}$ then fails, because the largest singular value of $P^{-1}$ is $1/\sigma_{\min}$.

\section*{The Green's function survives longer}

The equal-time Green's function $G_{ij}=\langle c_ic_j^\dagger\rangle$ suffers less. In an eigenmode of $K$ the empty state has weight $1$ and the occupied state has weight $e^{-\beta\varepsilon}$, at $\mu=0$. The probability of finding the mode empty is $1/(1+e^{-\beta\varepsilon})$, so
\begin{equation}
G=(1+P)^{-1}.
\end{equation}
For even $L$, shifting $\mathbf k$ by $(\pi,\pi)$ reverses the sign of $\varepsilon$. The occupations of the two partners add to one, and $\mu=0$ is half filling.

For a high level, $e^{-\beta\varepsilon}$ is added to one. It hardly matters whether this number is $10^{-9}$ or $10^{-12}$, so $G$ can be accurate when $\sigma_{\min}$ is not. What matters is the error compared with one. Let $G'=(1+P+\Delta)^{-1}$. Then $G'^{-1}-G^{-1}=\Delta$, and multiplying by $G$ from the left and $G'$ from the right gives
\begin{equation}
G-G'=G\Delta G',\qquad\text{so}\qquad G'-G=-G\Delta G'.
\end{equation}

Insert (\ref{delta}). In a mode of level $\varepsilon$, with $s=\beta-\tau_j$ between $0$ and $\beta$, the matrix $GB^{N-j}$ has the eigenvalue
\begin{equation}
\frac{e^{-s\varepsilon}}{1+e^{-\beta\varepsilon}}\le1 .
\end{equation}
For $\varepsilon\ge0$ the numerator is at most one; for $\varepsilon<0$ it is at most $e^{-\beta\varepsilon}$. While the error is small, $G'$ may be replaced by $G$, whose norm is below one. To this order,
\begin{equation}
\|G'-G\|\le\gamma\sum_{j=1}^{N}e^{4t\tau_j}\le\frac{\gamma\,e^{4t\beta}}{1-e^{-4t\Delta\tau}} .
\end{equation}
The exponent contains half the bandwidth, since the errors now compete with one and not with $e^{-4t\beta}$. Rounding in the matrix inversion acts like a further perturbation of size about $u\|1+P\|$, provided the elimination creates no unusually large intermediate numbers. It has the same growth.

With the error estimated as $c_G\,u\,e^{\beta W/2}$, it reaches order one at
\begin{equation}
\beta_G=\frac{2[\ln(1/u)-\ln c_G]}{W}\simeq2\beta_\ast\approx\frac{9.2}{t},
\end{equation}
again with the prefactor set to one. The question of where double precision fails thus has two answers at half filling: $4.6/t$ for the full set of scales in $P$, and $9.2/t$ for $G$. Long before the second limit $G$ has lost digits. For an error of $10^{-8}$, the same estimate gives $\beta=(36.74-18.42)/(4t)\approx4.6/t$.

Away from half filling $\kappa$ is unchanged, but $\|P\|$ becomes $e^{\beta(4t+\mu)}$. For $\mu$ inside the band the estimate for $G$ changes to $\ln(1/u)/(4t+\mu)$. The limit comes earlier as the band fills and approaches $\beta_\ast$ at the upper edge.

\section*{An $8\times8$ lattice, slice by slice}

The numerical check multiplies slices of width $\Delta\tau=0.1/t$ on an $8\times8$ lattice at $\mu=0$. It compares $\sigma_{\min}$ and $G$ with the values obtained from the levels of $K$. The error of $\sigma_{\min}$ is relative to its true value. It also includes the rounding of the double-precision singular-value routine, so the measured prefactor does not belong to the multiplication alone. The error of $G$ is the 2-norm of the difference; since $\|G\|$ is close to one here, it is also nearly the relative error.

\begin{center}
\begin{tabular}{rccc}
$\beta t$ & $e^{\beta W}$ & error of $\sigma_{\min}$ & error of $G$\\
\hline
2 & $8.9\times10^{6}$ & $2.3\times10^{-11}$ & $3.9\times10^{-13}$\\
4 & $7.9\times10^{13}$ & $4.5\times10^{-3}$ & $6.7\times10^{-10}$\\
5 & $2.4\times10^{17}$ & $1.9$ & $3.7\times10^{-8}$\\
8 & $6.2\times10^{27}$ & $6.0\times10^{9}$ & $1.0\times10^{-2}$\\
10 & $5.5\times10^{34}$ & $2.6\times10^{16}$ & $5.1$
\end{tabular}
\end{center}

At $\beta=4/t$ the estimate with $c=1$ is
\begin{equation}
u\,e^{\beta W}=1.11\times10^{-16}\times7.90\times10^{13}=8.8\times10^{-3},
\end{equation}
about twice the measured $4.5\times10^{-3}$. Fits of the logarithm of the error against $\beta$, over $\beta t$ from $1.5$ to $4$ for $\sigma_{\min}$ and from $3$ to $7$ for $G$, give a growth rate of $7.9\,t$ for $\sigma_{\min}$, where $W=8t$ is expected, and $4.05\,t$ for $G$, where $W/2=4t$ is expected. The geometric-mean prefactors over these ranges are $c\approx0.3$ and $c_G\approx0.9$, which supports setting them to one in an estimate. On the grid of slices, the error first exceeds one half at $\beta=4.5/t$ for $\sigma_{\min}$ and at $9.0/t$ for $G$.

Past the limit, the computed ratio $\sigma_{\min}/\sigma_{\max}$ stops following $e^{-\beta W}$. At $\beta=8/t$ it is $9.6\times10^{-19}$ instead of $1.6\times10^{-28}$. A condition number computed from the stored product is then far smaller than the true one, about $10^{18}$ instead of $6.2\times10^{27}$, so it no longer measures the spread of scales. In this run it exceeds $1/u\approx9\times10^{15}$. By (\ref{bound}), rounding the entries alone can change $\sigma_{\min}$ by as much as its own size once the condition number is of order $1/u$. A computed value near or above $1/u$ is therefore a warning that the smallest scale may have been lost, though $1/u$ is not a sharp threshold. This computed ratio also contains the rounding error of the singular-value routine.

The error of $G$ falls from $5.1$ at $\beta=10/t$ to $1.00$ at $12/t$, which is no recovery. At $\beta=12/t$ the computed ratio $\sigma_{\min}/\sigma_{\max}=3.96\times10^{-19}$ and $\sigma_{\max}=e^{48}\approx7.0\times10^{20}$ give a computed smallest singular value of $P'$ near $2.8\times10^{2}$; at $10/t$ the same quantity, with ratio $4.66\times10^{-19}$ and $\sigma_{\max}=e^{40}$, is only about $0.11$. These numbers carry the rounding of the singular-value routine, so only their order of magnitude counts. With $\sigma'_{\min}$ of order $10^{2}$, the bound $\|G'\|\le1/(\sigma'_{\min}-1)$ is of order $10^{-2}$. Then $G'$ is close to zero, and the error is just $\|G\|\approx1$.

\section*{Is rounding really the cause?}

The same multiplication was repeated with 60 decimal digits on a $4\times4$ lattice at $\beta=6/t$, beyond $\beta_\ast$. The condition number came out as $7.016736\times10^{20}$, in agreement with $e^{48}$. More digits cure the failure, so it does not lie in the formula or in the slicing.

Next, the entries of this accurate product were rounded to double precision, and the singular values were again computed with 60 digits. The smallest one jumped from $3.8\times10^{-11}$ to $2.384\times10^{-7}$. The size of the jump can be understood. The lowest mode is uniform and contributes $e^{24}/16\approx1.7\times10^9$ to every entry. The next levels, at $-2t$, are weaker by a factor $e^{-12}$, so all entries lie between $2^{30}$ and $2^{31}$. Double-precision numbers in this range are multiples of $2^{-22}=2.384\times10^{-7}$.

Entries for equal displacements are equal and round alike, so the rounded matrix still has plane waves as eigenvectors. Its eigenvalue at $(\pi,\pi)$ is a sum of entries with signs $\pm1$, and hence an integer multiple of $2^{-22}$. The true value $3.8\times10^{-11}$ is not available. The smallest singular value found equals one such spacing to the printed digits. Better multiplication therefore cannot rescue a product that is finally stored as a single double-precision matrix in the site basis.

\section*{How to go to larger $\beta$}

The remedy is to multiply only short segments and to store the large and small scales separately. A segment $S$ of length $\tau_s$ has condition number $e^{\tau_sW}$. For $\tau_s=1/t$ this is $2981$, and $u\,e^{\tau_sW}\approx3.3\times10^{-13}$, so about $3.5$ of the roughly 16 digits are spent.

Write the product accumulated so far as $UDT$, with $U$ orthogonal, $D$ diagonal and positive, and $T$ well conditioned. To attach the next segment, form $SU$ first and then multiply its columns by the entries of $D$. A QR decomposition with column pivoting gives
\begin{equation}
(SU)D\,\Pi=QR ,
\end{equation}
where $\Pi$ is a permutation matrix. Let $D_{\rm new}$ contain the absolute values of the diagonal of $R$. Because $\Pi^{-1}=\Pi^T$,
\begin{equation}
S\,UDT=QR\,\Pi^TT=Q\,D_{\rm new}\left(D_{\rm new}^{-1}R\,\Pi^TT\right),
\end{equation}
which has the old form with $U_{\rm new}=Q$ and the bracket as $T_{\rm new}$. The widely different scales sit in $D$, where each number has its own exponent.

The sum $1+UDT$ must not be formed directly, since that would mix the scales again. Split $D=D_bD_s$, with $D_b=\max(D,1)$ and $D_s=\min(D,1)$ taken entry by entry on the diagonal. Then
\begin{align}
&UD_b\left[D_b^{-1}U^TT^{-1}+D_s\right]T\nonumber\\
&\quad=UU^TT^{-1}T+UD_bD_sT=1+UDT .
\end{align}
Inverting the factors in reverse order gives
\begin{equation}
G=T^{-1}\left[D_b^{-1}U^TT^{-1}+D_s\right]^{-1}D_b^{-1}U^T .
\end{equation}
No entry of $D_b^{-1}$ or $D_s$ exceeds one, so the exponentially large numbers never enter the sum in the bracket.

At $\beta=12/t$, with twelve segments, the condition number of $T$ is about $96$. The error of $G$ is $3.6\times10^{-14}$, whereas the plain product gives an error of $1.00$.

\section*{What changes with interactions}

With auxiliary fields, each slice gains a diagonal factor. Suppose its entries are $e^{\pm\lambda}$ with $\lambda>0$, so that its condition number is at most $e^{2\lambda}$. From $\|AB\|\le\|A\|\|B\|$, applied to the product and to its inverse, $\kappa(AB)\le\kappa(A)\kappa(B)$. Hence
\begin{equation}
\kappa(P)\le e^{\beta W+2\lambda N}.
\end{equation}
This is an upper limit, and the actual value depends on the field configuration. The exponent of the bound is $\beta(W+2\lambda/\Delta\tau)$, so it stays close to the free result $e^{\beta W}$ only when $2\lambda/\Delta\tau\ll W$. Usual Hubbard parameters do not meet this condition. For discrete fields with $\cosh\lambda=e^{U\Delta\tau/2}$, the values $U=4t$ and $\Delta\tau=0.1/t$ give $\lambda\approx0.65$ and $2\lambda/\Delta\tau\approx13t$, which exceeds $W$. The limits $4.6/t$ and $9.2/t$ were derived for free electrons and should not be carried over to such a case. There the condition number can grow much faster than $e^{\beta W}$, and the segments may have to be shorter than the free estimate suggests.

\section*{Values computed for the example and the checks}
\begin{verbatim}
unit roundoff u = 1.1102e-16, ln(1/u) = 36.7368
lattice 8x8, dtau = 0.1 /t
lowest, highest level = -4.0000, 4.0000 t
bandwidth W, L=8: 8.0000 t; L=5: 7.2361 t
estimated beta for loss of smallest scale = 4.592 /t
corresponding temperature = 0.2178 t
estimated beta for loss of G = 9.184 /t
decimal digits consumed per unit beta = 3.474
beta=2 /t, dtau=0.05 /t: condition number 8.886111e+06
beta=2 /t, dtau=0.1 /t: condition number 8.886111e+06
beta=2 /t, dtau=0.2 /t: condition number 8.886111e+06
beta=2 /t, exp(beta W) = 8.886111e+06
beta(1/t) exp(beta W)  smin/smax exact, computed  rel.err smin  err G
  2.0 8.886e+06 1.125e-07 1.125e-07 2.27e-11 3.90e-13
  3.0 2.649e+10 3.775e-11 3.775e-11 1.13e-06 1.60e-11
  4.0 7.896e+13 1.266e-14 1.261e-14 4.54e-03 6.73e-10
  5.0 2.354e+17 4.248e-18 1.251e-17 1.94e+00 3.70e-08
  6.0 7.017e+20 1.425e-21 9.226e-18 6.47e+03 5.19e-06
  8.0 6.235e+27 1.604e-28 9.565e-19 5.96e+09 1.04e-02
 10.0 5.541e+34 1.805e-35 4.659e-19 2.58e+16 5.13e+00
 12.0 4.923e+41 2.031e-42 3.957e-19 1.95e+23 1.00e+00
growth rate of smin error: 7.94 t (expected 8.00)
growth rate of G error: 4.05 t (expected 4.00)
prefactor c in c*u*exp(beta W), smin: 0.320
prefactor c in c*u*exp(beta W/2), G: 0.911
first beta with smin error > 0.5: 4.5 /t
first beta with G error > 0.5: 9.0 /t
4x4, beta=6 /t, 60 digits: condition 7.016736e+20
4x4, beta=6 /t, exp(beta W) = 7.016736e+20
4x4, smin of accurate product = 3.775e-11
4x4, smin after rounding entries = 2.384e-07
condition number of one segment = 2980.96
condition number of T at beta=12 /t = 9.59e+01
G error at beta=12 /t, plain product: 1.00e+00
G error at beta=12 /t, stabilized: 3.55e-14
\end{verbatim}
